# Electron-repulsion energies of strong-field d² terms in an octahedral field: test program

```python
"""Strong-field d2 repulsion energies in an octahedral field.

Result under test (energies of electron repulsion, diagonal in configuration):
  t2^2: 3T1 A-5B, 1E and 1T2 A+B+2C, 1A1 A+10B+5C
  e^2 : 3A2 A-8B, 1E A+2C, 1A1 A+8B+4C
  t2e : 3T1 A+4B, 3T2 A-8B, 1T1 A+4B+2C, 1T2 A+2C
A, B, C are the Racah parameters: A = F0-49*F4s, B = F2s-5*F4s, C = 35*F4s,
with F2s = F^2/49, F4s = F^4/441 and F^k the Slater integrals.
Orbitals: xi=yz, eta=zx, zeta=xy, u=3z^2-r^2, v=x^2-y^2, mean square 1.
Term energies come from two-sphere quadrature and cubic-group projectors.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.special import eval_legendre

# ---------- quadrature on the unit sphere, weights sum to 1 ----------
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
ct, ph = [g.ravel() for g in np.meshgrid(cos_nodes, phi, indexing="ij")]
weights = np.repeat(cos_weights / 2, 16) / 16
st = np.sqrt(1 - ct**2)
points = np.array([st * np.cos(ph), st * np.sin(ph), ct])


def orbitals(n):
    x, y, z = n
    return np.array([np.sqrt(15) * y * z, np.sqrt(15) * z * x,
                     np.sqrt(15) * x * y, np.sqrt(5) / 2 * (3 * z**2 - 1),
                     np.sqrt(15) / 2 * (x**2 - y**2)])


names = ["xi", "eta", "zeta", "u", "v"]
XI, ETA, ZETA, U, V = range(5)
d = orbitals(points)
assert np.allclose((d * weights) @ d.T, np.eye(5), atol=1e-12)

# Legendre expansion of the inverse distance, at one sample geometry
r1, r2, cosine = 1.0, 2.0, 0.3
series = sum(r1**k / r2**(k + 1) * eval_legendre(k, cosine) for k in range(60))
assert abs(series - 1 / np.sqrt(r1**2 + r2**2 - 2*r1*r2*cosine)) < 1e-12

# ---------- angular factors of (ab|cd) for every multipole k ----------
products = np.einsum("ai,bi->abi", d, d).reshape(25, -1) * weights
cosines = np.clip(points.T @ points, -1, 1)
angular = {k: (products @ eval_legendre(k, cosines) @ products.T
               ).reshape(5, 5, 5, 5) for k in range(7)}
for k in (1, 3, 5, 6):
    assert np.max(np.abs(angular[k])) < 1e-11

# overlap rules for the multipole parts of the orbital products
triple = np.einsum("ai,bi,ci,i->abc", d, d, d, weights)
fourfold = np.einsum("ai,bi,ci,di,i->abcd", d, d, d, d, weights)
assert np.allclose(5 * angular[2],
                   np.einsum("abe,cde->abcd", triple, triple), atol=1e-11)
assert np.allclose(angular[0] + 5 * angular[2] + 9 * angular[4],
                   fourfold, atol=1e-11)
s5, s15 = np.sqrt(5) / 7, np.sqrt(15) / 7
for (a, b, c), value in {
        (U, U, U): 2*s5, (U, ZETA, ZETA): -2*s5, (U, V, V): -2*s5,
        (U, XI, XI): s5, (U, ETA, ETA): s5, (V, XI, XI): -s15,
        (V, ETA, ETA): s15, (V, ZETA, ZETA): 0, (V, V, V): 0,
        (V, U, U): 0, (XI, ETA, ZETA): s15}.items():
    assert abs(triple[a, b, c] - value) < 1e-12
for a in range(5):
    assert abs(fourfold[a, a, a, a] - 15 / 7) < 1e-12
for a, b in ((XI, ETA), (U, V), (ZETA, U), (ZETA, V)):
    assert abs(fourfold[a, a, b, b] - 5 / 7) < 1e-12


def repulsion(A, B, C):
    """Integrals (ab|cd) for given Racah parameters."""
    f4s = C / 35
    f2s = B + 5 * f4s
    f0 = A + 49 * f4s
    return f0*angular[0] + 49*f2s*angular[2] + 441*f4s*angular[4]


unit_sets = [repulsion(*row) for row in np.eye(3)]


def clean(values):
    return np.round(np.asarray(values, float), 6) + 0.0


def racah_text(coefficients):
    return " ".join(f"{c:+.2f}{s}" for c, s in zip(clean(coefficients), "ABC"))


# ---------- Coulomb and exchange integrals ----------
integral_claims = {
    ("J", ZETA, ZETA): (1, 4, 3),
    ("J", XI, ETA): (1, -2, 1), ("K", XI, ETA): (0, 3, 1),
    ("J", U, V): (1, -4, 1), ("K", U, V): (0, 4, 1),
    ("J", ZETA, U): (1, -4, 1), ("K", ZETA, U): (0, 4, 1),
    ("J", ZETA, V): (1, 4, 1), ("K", ZETA, V): (0, 0, 1)}
B_ex, C_ex, Delta = 800.0, 3200.0, 18000.0
to_eV = constants.h * constants.c * 100 / constants.e
print(f"Inputs: B = {B_ex:.0f}, C = {C_ex:.0f}, Delta = {Delta:.0f} cm^-1")
print(f"1 cm^-1 = {to_eV:.6e} eV")
print("Averages: <uuu> = %.5f, <xi eta zeta> = %.5f"
      % (triple[U, U, U], triple[XI, ETA, ZETA]))
print("Integrals: coefficients of F^0, F2s, F4s; then Racah form")
for (kind, a, b), claim in integral_claims.items():
    index = (a, a, b, b) if kind == "J" else (a, b, a, b)
    slater = clean([angular[0][index], 49 * angular[2][index],
                    441 * angular[4][index]])
    racah = [g[index] for g in unit_sets]
    assert np.allclose(racah, claim, atol=1e-10)
    print(f"{kind}({names[a]},{names[b]}): "
          + " ".join(f"{s:+.0f}" for s in slater) + " ; " + racah_text(racah))
for a in range(5):
    assert np.allclose([g[a, a, a, a] for g in unit_sets], (1, 4, 3))

# ---------- projectors in the 25-dimensional two-electron orbital space ------
rotations = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.eye(3)[list(order)] * np.array(signs)[:, None]
        if np.linalg.det(R) > 0:
            rotations.append(R)
assert len(rotations) == 24


def characters(R):
    parity = np.linalg.det(np.abs(R))
    return {"A1": 1, "A2": parity, "E": np.trace(np.abs(R)) - 1,
            "T1": np.trace(R), "T2": parity * np.trace(R)}


dimension = {"A1": 1, "A2": 1, "E": 2, "T1": 3, "T2": 3}
symmetry = {name: np.zeros((25, 25)) for name in dimension}
for R in rotations:
    single = (d * weights) @ orbitals(R.T @ points).T
    pair_rotation = np.kron(single, single)
    for name, chi in characters(R).items():
        symmetry[name] += dimension[name] * chi / 24 * pair_rotation
assert np.allclose(sum(symmetry.values()), np.eye(25), atol=1e-11)

swap = np.eye(25).reshape(5, 5, 5, 5).transpose(1, 0, 2, 3).reshape(25, 25)
spin = {1: (np.eye(25) + swap) / 2, 3: (np.eye(25) - swap) / 2}
e_count = np.add.outer([0, 0, 0, 1, 1], [0, 0, 0, 1, 1]).ravel()
configuration = {name: np.diag((e_count == n).astype(float))
                 for n, name in enumerate(("t2^2", "t2e", "e^2"))}


def pair_matrix(g):
    return g.transpose(0, 2, 1, 3).reshape(25, 25)


term_claims = {
    ("t2^2", "3T1"): (1, -5, 0), ("t2^2", "1E"): (1, 1, 2),
    ("t2^2", "1T2"): (1, 1, 2), ("t2^2", "1A1"): (1, 10, 5),
    ("e^2", "3A2"): (1, -8, 0), ("e^2", "1E"): (1, 0, 2),
    ("e^2", "1A1"): (1, 8, 4),
    ("t2e", "3T1"): (1, 4, 0), ("t2e", "3T2"): (1, -8, 0),
    ("t2e", "1T1"): (1, 4, 2), ("t2e", "1T2"): (1, 0, 2)}
found = {}
states = {}
for conf, mult, irrep in itertools.product(configuration, spin, dimension):
    P = configuration[conf] @ spin[mult] @ symmetry[irrep]
    rank = np.trace(P)
    if rank < 0.5:
        assert np.max(np.abs(P)) < 1e-10
        continue
    assert abs(rank - dimension[irrep]) < 1e-10
    energy = []
    for g in unit_sets:
        H = pair_matrix(g)
        value = np.trace(P @ H) / rank
        assert np.allclose(P @ H @ P, value * P, atol=1e-9)
        energy.append(value)
    found[conf, f"{mult}{irrep}"] = np.array(energy)
    states[conf, f"{mult}{irrep}"] = mult * dimension[irrep]
assert set(found) == set(term_claims)

print("Diagonal term energies; numbers are relative to A")
for key, claim in term_claims.items():
    assert np.allclose(found[key], claim, atol=1e-9)
    value = found[key][1] * B_ex + found[key][2] * C_ex
    print(f"{key[0]:5s}{key[1]:4s}{racah_text(found[key])} : "
          f"{clean(value):.0f} cm^-1 = {clean(value * to_eV):.4f} eV")

# ---------- mean energy: weighted terms against determinant diagonal --------
shells = {"t2^2": [(a, b) for a in range(3) for b in range(a, 3)],
          "e^2": [(U, U), (U, V), (V, V)],
          "t2e": [(a, b) for a in range(3) for b in (U, V)]}
print("Mean energy of each configuration")
for conf, pairs in shells.items():
    keys = [key for key in found if key[0] == conf]
    total = sum(states[key] for key in keys)
    mean = sum(states[key] * found[key] for key in keys) / total
    determinant_sum = np.zeros(3)
    count = 0
    for a, b in pairs:
        J = np.array([g[a, a, b, b] for g in unit_sets])
        K = np.array([g[a, b, a, b] for g in unit_sets])
        determinant_sum += J if a == b else 4 * J - 2 * K
        count += 1 if a == b else 4
    assert count == total
    assert np.allclose(mean, determinant_sum / count, atol=1e-9)
    print(f"{conf}: {total} states, mean {racah_text(mean)}")

# ---------- mixing of the two 3T1 terms ----------
def open_triplet(a, b):
    vector = np.zeros((5, 5))
    vector[a, b], vector[b, a] = 1 / np.sqrt(2), -1 / np.sqrt(2)
    return vector.ravel()


left, right = open_triplet(XI, ETA), open_triplet(ZETA, V)
coupling = [left @ pair_matrix(g) @ right for g in unit_sets]
assert np.allclose(coupling, (0, 6, 0), atol=1e-9)
for g, first, second in zip(unit_sets, (0, 3, 0), (0, -3, 0)):
    assert abs(g[XI, ZETA, ETA, V] - first) < 1e-10
    assert abs(g[XI, V, ETA, ZETA] - second) < 1e-10
triplet_basis = np.array([open_triplet(a, b) for a, b in
                          itertools.combinations(range(5), 2)]).T
H_rep = pair_matrix(repulsion(0, B_ex, C_ex))
free = np.linalg.eigvalsh(triplet_basis.T @ H_rep @ triplet_basis)
assert np.allclose(free, [-8 * B_ex] * 7 + [7 * B_ex] * 3, atol=1e-6)

H_full = H_rep + np.diag(Delta * (e_count - 0.8))
levels, vectors = np.linalg.eigh(triplet_basis.T @ H_full @ triplet_basis)
lower_diag = -0.8 * Delta - 5 * B_ex
upper_diag = 0.2 * Delta + 4 * B_ex
half_gap = (upper_diag - lower_diag) / 2
root = np.hypot(half_gap, 6 * B_ex)
centre = (upper_diag + lower_diag) / 2
assert np.allclose(levels[:3], centre - root, atol=1e-6)
assert np.sum(np.abs(levels - centre - root) < 1e-6) == 3
ground = triplet_basis @ vectors[:, :3]
assert abs(np.trace(ground.T @ symmetry["T1"] @ ground) - 3) < 1e-9
t2_weight = np.trace(ground.T @ configuration["t2^2"] @ ground) / 3
print(f"3T1 coupling: {racah_text(coupling)} = {coupling[1]*B_ex:.0f} cm^-1")
print(f"Free-ion triplets at Delta=0, relative to A: {free[0]:.0f} (7 orbital "
      f"states), {free[-1]:.0f} (3) cm^-1")
print("With Delta included, relative to A:")
print(f"3T1 diagonal: t2^2 {lower_diag:.0f}, t2e {upper_diag:.0f} cm^-1")
print(f"3T1 levels after mixing: {levels[0]:.1f}, {centre + root:.1f} cm^-1")
print(f"Ground-level shift by mixing: {levels[0] - lower_diag:.1f} cm^-1")
print(f"t2^2 weight in the ground level: {100 * t2_weight:.2f} percent")
print("verified")
```

It prints:

```
Inputs: B = 800, C = 3200, Delta = 18000 cm^-1
1 cm^-1 = 1.239842e-04 eV
Averages: <uuu> = 0.63888, <xi eta zeta> = 0.55328
Integrals: coefficients of F^0, F2s, F4s; then Racah form
J(zeta,zeta): +1 +4 +36 ; +1.00A +4.00B +3.00C
J(xi,eta): +1 -2 -4 ; +1.00A -2.00B +1.00C
K(xi,eta): +0 +3 +20 ; +0.00A +3.00B +1.00C
J(u,v): +1 -4 +6 ; +1.00A -4.00B +1.00C
K(u,v): +0 +4 +15 ; +0.00A +4.00B +1.00C
J(zeta,u): +1 -4 +6 ; +1.00A -4.00B +1.00C
K(zeta,u): +0 +4 +15 ; +0.00A +4.00B +1.00C
J(zeta,v): +1 +4 -34 ; +1.00A +4.00B +1.00C
K(zeta,v): +0 +0 +35 ; +0.00A +0.00B +1.00C
Diagonal term energies; numbers are relative to A
t2^2 3T1 +1.00A -5.00B +0.00C : -4000 cm^-1 = -0.4959 eV
t2^2 1E  +1.00A +1.00B +2.00C : 7200 cm^-1 = 0.8927 eV
t2^2 1T2 +1.00A +1.00B +2.00C : 7200 cm^-1 = 0.8927 eV
t2^2 1A1 +1.00A +10.00B +5.00C : 24000 cm^-1 = 2.9756 eV
e^2  3A2 +1.00A -8.00B +0.00C : -6400 cm^-1 = -0.7935 eV
e^2  1E  +1.00A +0.00B +2.00C : 6400 cm^-1 = 0.7935 eV
e^2  1A1 +1.00A +8.00B +4.00C : 19200 cm^-1 = 2.3805 eV
t2e  3T1 +1.00A +4.00B +0.00C : 3200 cm^-1 = 0.3967 eV
t2e  3T2 +1.00A -8.00B +0.00C : -6400 cm^-1 = -0.7935 eV
t2e  1T1 +1.00A +4.00B +2.00C : 9600 cm^-1 = 1.1902 eV
t2e  1T2 +1.00A +0.00B +2.00C : 6400 cm^-1 = 0.7935 eV
Mean energy of each configuration
t2^2: 15 states, mean +1.00A -2.00B +1.00C
e^2: 6 states, mean +1.00A -2.67B +1.33C
t2e: 24 states, mean +1.00A -1.00B +0.50C
3T1 coupling: +0.00A +6.00B +0.00C = 4800 cm^-1
Free-ion triplets at Delta=0, relative to A: -6400 (7 orbital states), 5600 (3) cm^-1
With Delta included, relative to A:
3T1 diagonal: t2^2 -18400, t2e 6800 cm^-1
3T1 levels after mixing: -19283.3, 7683.3 cm^-1
Ground-level shift by mixing: -883.3 cm^-1
t2^2 weight in the ground level: 96.72 percent
verified
```
